\section*{Tilted Poisson sampling of rare high-resistance silicide contacts}

\section{When no failure appears}

A contact 10 nm wide may have only a few dozen active donors beneath it. Their number varies from contact to contact, and a contact with too few has a thick tunnel barrier and a high resistance. A circuit with many contacts needs the probability of this rare event.

Suppose that probability is $1.47\times10^{-7}$, the value found below for one model contact. A direct simulation of 200,000 contacts then has an expected failure count of
\[
200{,}000\times1.47\times10^{-7}=0.029 .
\]
Most such simulations contain no failure at all. They return the estimate zero with a sample standard error of zero, which says nothing useful about the tail.

The cure is to draw donor counts from a law that favours sparse contacts, and to correct each failure by a known weight. The correction keeps the mean right for any positive sampling mean. It does not make every choice efficient, so the variance needs the same care as the mean.

\section{Two patches by hand}

Take a toy contact made of two patches in parallel. Their donor counts $n_1,n_2$ are independent Poisson variables of mean $\mu=2$, so
\[
P_\mu(n)=e^{-\mu}\frac{\mu^n}{n!}.
\]
Let the patch conductance be $n^2$ in some unit, and let the contact fail when $n_1^2+n_2^2<3$. The failing pairs are
\[
(0,0),\quad(1,0),\quad(0,1),\quad(1,1).
\]
The pair $(2,0)$ has the same total count as $(1,1)$ but does not fail. The total alone therefore does not decide failure.

Adding the four probabilities gives
\[
p=e^{-4}(1+2+2+4)=9e^{-4}\approx0.165 .
\]
Now draw both counts with mean $\lambda=1$ instead. For total $S=n_1+n_2$, the ratio of the original to the new probability is
\[
L=\frac{e^{-4}2^S/(n_1!n_2!)}{e^{-2}1^S/(n_1!n_2!)}=e^{-2}2^S .
\]
Each failing pair has new probability $e^{-2}$. The mean of $L$, counted as zero when the contact works, is
\[
e^{-2}\,e^{-2}(1+2+2+4)=9e^{-4}=p .
\]
The weight has undone the change of law.

The second moment uses $L^2=e^{-4}4^S$:
\[
M_2=e^{-2}e^{-4}(1+4+4+16)=25e^{-6}.
\]
The variance of one weighted draw, relative to $p^2$, is
\[
\frac{M_2}{p^2}-1=\frac{25e^2}{81}-1\approx1.28 .
\]
For direct sampling each draw is zero or one, its second moment is $p$, and the relative variance is $1/p-1=e^4/9-1\approx5.07$.

A more extreme shift can be harmful. For general $\lambda$ the same sum is
\[
\frac{M_2}{p^2}=\left[\frac{e^\lambda(1+4/\lambda)}{9}\right]^2 .
\]
At $\lambda=0.01$ this is about $2000$. Nearly every draw fails, but nearly every draw is $(0,0)$. The other failing pairs are seldom drawn and carry very large weights.

\section{The general estimator}

\subsection{Tilt and weight}

Let there be $K$ equal patches with independent Poisson counts of mean $\mu$. Patch conductance $g(n)$ increases with $n$. The contact fails when
\[
G=\sum_{i=1}^K g(n_i)<G_{\min}=\frac1{R_{\max}},
\]
and $F$ denotes the set of failing count vectors.

Exponential tilting multiplies each count probability by $e^{\theta n}$ and normalizes. The normalizing sum is
\[
\sum_{n=0}^{\infty}e^{\theta n}e^{-\mu}\frac{\mu^n}{n!}
=e^{-\mu}e^{\mu e^\theta}.
\]
Division by it gives $e^{-\lambda}\lambda^n/n!$ with $\lambda=\mu e^\theta$. The tilted law is again Poisson, and negative $\theta$ favours sparse patches.

In the ratio of the joint laws the factorials cancel:
\begin{equation}
L=\prod_{i=1}^K\frac{e^{-\mu}\mu^{n_i}}{e^{-\lambda}\lambda^{n_i}}
=e^{K(\lambda-\mu)}\left(\frac{\mu}{\lambda}\right)^S,
\qquad S=\sum_i n_i .
\label{weight}
\end{equation}
With $M$ independent draws, the estimate is
\[
\hat p=\frac1M\sum_{j=1}^{M}L_j\,\mathbf 1_F^{(j)},
\]
where the indicator $\mathbf 1_F$ is one for failure and zero otherwise. Its expectation is $\sum_FP_\lambda L=\sum_FP_\mu=p$. This requires $\lambda>0$, so that every failing vector can be drawn, and $\lambda$ fixed before the draws. If a pilot run chooses $\lambda$, the final estimate should use fresh draws.

\subsection{An exact reference sum}

Because conductances are positive, a failing contact has $g(n_i)<G_{\min}$ in every patch. If $g$ rises above $G_{\min}$ at some count, monotonicity leaves finitely many failing vectors. Group them by total count:
\begin{equation}
P_\lambda(F)=e^{-K\lambda}\sum_s c_s\lambda^s,
\qquad
c_s=\sum_{\substack{\mathbf n\in F\\ S=s}}\prod_i\frac1{n_i!}.
\label{exact}
\end{equation}
No Poisson tail has been cut off. In the toy, $c_0=1$, $c_1=2$ and $c_2=1$, so $P_2(F)=e^{-4}(1+4+4)$, as before.

\subsection{The variance is another tail probability}

One factor $L$ in the second moment turns $P_\lambda$ back into $P_\mu$. The other remains:
\begin{align}
M_2&=\sum_F P_\lambda L^2=\sum_F P_\mu L\nonumber\\
&=e^{K(\lambda-2\mu)}\sum_F\prod_i
\frac{(\mu^2/\lambda)^{n_i}}{n_i!}\nonumber\\
&=e^{K(\lambda+\mu^2/\lambda-2\mu)}P_{\mu^2/\lambda}(F).
\label{moment}
\end{align}
The last line supplies the factor $e^{-K\mu^2/\lambda}$ that a Poisson law of mean $\mu^2/\lambda$ needs, and compensates for it in front. The polynomial \eqref{exact} thus gives the variance as well as $p$. In the toy, $\mu^2/\lambda=4$ and $M_2=e^2\,e^{-8}(1+8+16)=25e^{-6}$.

The variance of $\hat p$ is $(M_2-p^2)/M$. A relative standard error $r$ requires
\begin{equation}
M=\frac{M_2/p^2-1}{r^2}.
\label{samples}
\end{equation}

\subsection{Choosing the tilt}

Written in terms of $\theta$, the second line above is
\[
M_2=\sum_FP_\mu(\mathbf n)\exp[K\mu(e^\theta-1)-\theta S].
\]
Each exponent is convex in $\theta$, and the logarithm of a sum of exponentials of convex functions is convex. Hence $\ln M_2$ has no separate local minima. Differentiation gives
\[
\frac{d\ln M_2}{d\theta}=K\mu e^\theta-
\frac{\sum_F S\,P_\mu e^{-\theta S}}{\sum_F P_\mu e^{-\theta S}} .
\]
The factor $e^{-\theta S}$ changes the Poisson mean to $\mu e^{-\theta}=\mu^2/\lambda$. The best tilt therefore satisfies
\begin{equation}
K\lambda=E_{\mu^2/\lambda}[S\,|\,F].
\label{optimum}
\end{equation}
In the toy, each failing patch has count zero or one, so its conditional mean is $(4/\lambda)/(1+4/\lambda)=4/(\lambda+4)$. Setting this equal to $\lambda$ gives $\lambda^2+4\lambda-4=0$, whose positive root is $2\sqrt2-2\approx0.83$.

Equation \eqref{optimum} needs a sum over failures, which may be unavailable when there are many patches. A simpler choice places the mean contact at the threshold:
\begin{equation}
g(\lambda)=\frac{G_{\min}}K .
\label{rule}
\end{equation}
Here $g$ is evaluated at a non-integer mean count. When $g$ is convex over the range concerned, Jensen's inequality gives $\sum_i g(n_i)\ge K g(S/K)$. A failure then requires $g(S/K)<g(\lambda)$, and so $S<K\lambda$. With $\lambda<\mu$, the weight \eqref{weight} grows with $S$, and this limit on $S$ bounds it. If $L_{\max}$ is the largest failing weight, then $M_2=\sum_FP_\mu L\le L_{\max}p$. Without convexity the estimator remains unbiased, but very unequal patches may dominate the failures and a common tilt may serve poorly.

The procedure is as follows.
\begin{enumerate}
\item Tabulate $g(n)$ and fix $\lambda$ from \eqref{rule}.
\item Draw $K$ counts from the Poisson law of mean $\lambda$, and compute $G$.
\item Record $L$ if $G<G_{\min}$ and zero otherwise.
\item Average the records; their sample standard deviation divided by $\sqrt M$ is the standard error.
\end{enumerate}

\section{Conductance of a silicide patch}

\subsection{The depletion barrier}

For the real problem, $g(n)$ comes from tunnelling between a silicide and heavily doped n-type silicon. Let $x$ run from the interface into the silicon. A patch of area $A$ has a box of depth $d$ with donor density $N=n/(Ad)$; the silicon below has the mean density $\bar N$. Charge is smoothed within each box, each patch has its own one-dimensional potential, unaffected by its neighbours, and current does not cross between patches.

Measure energy from the conduction-band edge deep in the silicon. With six equivalent valleys of isotropic mass $m$, the Fermi energy $\zeta$ follows from
\[
\bar N=\frac{6}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
\int_0^\infty \sqrt E\,f(E)\,dE,
\]
where $f(E)=[1+e^{(E-\zeta)/k_BT}]^{-1}$. The band edge at the metal lies $\phi_B$ above the Fermi level, so the total bending is $V_b=\phi_B+\zeta$.

Assume full depletion up to an edge $W$. The electron potential energy obeys $V''=q^2N(x)/\varepsilon$, with $V(W)=V'(W)=0$. Two integrations give
\[
V(x)=\frac{q^2}{\varepsilon}\int_x^W(s-x)N(s)\,ds .
\]
The condition $V(0)=V_b$ fixes $W$. If depletion ends inside the box, $W^2=2\varepsilon V_b/(q^2N)$. Otherwise the integral has two parts,
\[
V_b=\frac{q^2}{2\varepsilon}\left[Nd^2+\bar N(W^2-d^2)\right],
\]
and therefore
\[
W^2=d^2+\frac{2\varepsilon V_b/q^2-Nd^2}{\bar N}.
\]
An empty box thus has a finite barrier, because donors below it end the depletion.

More donors lower this barrier at every depth. If depletion ends inside the box, $V=V_b(1-x/W)^2$ falls as $W$ shrinks. If it extends below, $V$ beyond $d$ also falls with $W$. Inside the box, the new potential minus the old has positive curvature, is zero at $x=0$ and negative at $d$; a convex function lies below its chord, so the difference is negative throughout. This is why $g$ increases with $n$.

\subsection{Tunnelling and conductance}

In the WKB approximation, an electron with normal energy $E<V_b$ is transmitted with probability
\[
T(E)=\exp\left[-\frac2\hbar\int_{V>E}\sqrt{2m[V(x)-E]}\,dx\right],
\]
and $T=1$ above the barrier. For uniform doping put $u=1-x/W$ and $e=E/V_b$. The exponent, without its minus sign, becomes
\begin{align*}
B&=\frac{2W\sqrt{2mV_b}}\hbar\int_{\sqrt e}^1\sqrt{u^2-e}\,du\\
&=\frac{V_b}{E_{00}}\left[\sqrt{1-e}-e\,\operatorname{arccosh}\frac1{\sqrt e}\right],
\end{align*}
with $E_{00}=(q\hbar/2)\sqrt{N/(m\varepsilon)}$. The integral has the antiderivative $\tfrac12[u\sqrt{u^2-e}-e\,\operatorname{arccosh}(u/\sqrt e)]$, which vanishes at the lower limit. The prefactor follows from inserting $W$, which gives $W\sqrt{2mV_b}/\hbar=V_b/E_{00}$. Since $E_{00}\propto\sqrt N$, a sparse patch conducts much less.

At small bias, each transverse state contributes a conductance $(2q^2/h)\int T(-f')dE$, spin included. Let $E_t=\hbar^2k^2/2m$ be the transverse energy. Then $d^2k/(2\pi)^2$, integrated over angle, is $m\,dE_t/(2\pi\hbar^2)$, and
\[
\int_0^\infty[-f'(E+E_t)]\,dE_t=f(E).
\]
Including six valleys,
\begin{equation}
\frac gA=6\,\frac{2q^2}h\,\frac m{2\pi\hbar^2}
\int_0^\infty T(E)f(E)\,dE .
\label{landauer}
\end{equation}
This covers tunnelling near the Fermi level, thermally assisted tunnelling and emission over the barrier.

\section{A 10 nm contact}

\subsection{From donors to a threshold}

Take a square contact of side 10 nm, divided into four patches of side 5 nm, with $d=3$ nm, $\bar N=2\times10^{20}$ cm$^{-3}$, $\phi_B=0.60$ eV, $m=0.30m_0$ and $T=300$ K. Since $\bar N=0.2$ nm$^{-3}$, the mean patch count is
\[
\mu=0.2\times5\times5\times3=15 .
\]
The Fermi energy is 0.121 eV, so $V_b=0.721$ eV. With $E_{00}=0.140$ eV, $V_b/E_{00}=5.15$. At mean doping depletion extends 2.16 nm, inside the box.

The patch conductance is 0.167 $\mu$S at count zero, 1.74 $\mu$S at 5, 8.42 $\mu$S at 10 and 18.90 $\mu$S at 15. At the mean count, an explicit sum over transverse wavevectors, using the closed exponent $B$, also gives 18.90 $\mu$S. This tests the reduction to \eqref{landauer}.

The nominal resistance, with every patch at its mean count, is
\[
R_0=\frac1{4\times18.90\ \mu\mathrm S}=13.2\ \mathrm{k\Omega}.
\]
It is not the average resistance of the population. Define failure as $R>6R_0=79.4$ k$\Omega$. The required conductance is then $4\times18.90/6=12.6$ $\mu$S, or 3.15 $\mu$S per patch. Equation \eqref{rule} gives $\lambda=6.556$, and $\theta=\ln(6.556/15)=-0.828$.

\subsection{The exact and sampled tails}

There are 9589 failing count vectors. No failing patch has more than 11 donors. The exact sum gives
\[
p=1.470\times10^{-7}.
\]
With 200,000 tilted draws the estimate is $(1.459\pm0.010)\times10^{-7}$, which is 1.12 standard errors below the exact value. Failures make up 36\% of these draws. The sampled standard deviation of the weights, $4.54\times10^{-7}$, is 1.2\% below the value $4.59\times10^{-7}$ from \eqref{moment}.

The second differences of $g$ at integer counts from 0 to 13 are all positive, which supports the convexity argument in the range of the failures. It predicts totals below $4\times6.556=26.2$; the largest failing total is indeed 26. The largest failing weight is $32.3p$, so $M_2/p^2$ cannot exceed about 32.3. Its actual value is 10.8.

The relative variance of one draw is 9.76. By \eqref{samples}, a 1\% standard error needs $9.76/(0.01)^2\approx9.8\times10^4$ draws, against $6.8\times10^{10}$ without tilting. The best common mean, $\lambda=6.27$, lowers the relative variance only to 9.48, so the threshold rule costs about 3\% more draws here.

Too strong a tilt loses nearly all the gain. At $\lambda=2$ the relative variance is $1.6\times10^6$, and a 1\% error needs $1.6\times10^{10}$ draws. The mean total is then 8, far below the largest failing total. A failure with $S=26$ has weight
\[
e^{4(2-15)}(15/2)^{26}\approx1.5,
\]
about $10^7$ times $p$. A finite run may miss these failures altogether. Its estimate and its sample standard error then tend to be too small, although the estimator is unbiased. Many observed failures are therefore not enough; their weights must also be reasonably even.

The agreement is not special to one threshold. With 100,000 draws each, and $\lambda$ reset by \eqref{rule}:
\begin{center}
\begin{tabular}{ccc}
$R_{\max}/R_0$ & exact $p$ & tilted estimate\\
2 & $5.47\times10^{-3}$ & $5.42\times10^{-3}$\\
4 & $8.67\times10^{-6}$ & $8.73\times10^{-6}$\\
6 & $1.470\times10^{-7}$ & $1.452\times10^{-7}$\\
8 & $6.33\times10^{-9}$ & $6.27\times10^{-9}$
\end{tabular}
\end{center}
All four differences are within 1.6 standard errors.

\section{What the tail depends on}

An exact sum removes sampling error, not model error. Of the changes tried here, the size of the boxes has the largest effect. The patch size states how far tunnelling averages over donor positions. Keep the contact area, box depth and $6R_0$ limit fixed. One averaged patch gives $p=6.4\times10^{-7}$, while sixteen patches, treated by tilted sampling alone, give $(1.36\pm0.03)\times10^{-9}$. The span is a factor of about 470.

Convexity explains the direction from four patches to one. For the same total count, one averaged box has conductance $4g(S/4)$, which is no larger than $\sum_i g(n_i)$. If $g$ is convex between the integers as well, every total that can fail with four patches also fails with one. For a given total, an uneven division among patches can then only help: where $g$ is convex, the donor-rich patches gain more conductance than the sparse ones lose.

The box depth is an equally free choice, and it moves the tail even further. With four patches, and $R_0$ and the limit unchanged, $p$ is $1.1\times10^{-8}$ at $d=2$ nm, $3.6\times10^{-9}$ at 4 nm and $5.8\times10^{-11}$ at 5 nm. At $d=1.5$ nm even four empty boxes pass, so $p=0$. A deeper box averages over more donors, while a shallower one leaves more of the barrier to the silicon below, which does not fluctuate in this model.

The next changes are made one at a time, with the limit reset to six times each model's own nominal resistance.
\begin{itemize}
\item Image attraction, which rounds and lowers the barrier, reduces $R_0$ to 5.6 k$\Omega$ and $p$ to $9.9\times10^{-8}$.
\item Anisotropic masses for a (100) interface (two valleys with normal mass $0.92m_0$, four with $0.19m_0$), with the Fermi energy and band bending left unchanged, give $R_0=6.7$ k$\Omega$ and $p=3.0\times10^{-9}$. The result depends on orientation: the masses of a (111) interface give about 8.5 k$\Omega$ and $5\times10^{-8}$.
\item At 400 K, $R_0=12.0$ k$\Omega$ and $p=4.6\times10^{-8}$.
\item Wave transmission in place of WKB gives $R_0=6.4$ k$\Omega$ and $p=1.7\times10^{-7}$. This assumes a metal of mass $m_0$ whose band starts 5 eV below the Fermi level.
\end{itemize}
A resistance can thus halve while its relative tail hardly moves, as with wave transmission, or fall together with a fiftyfold drop in the tail, as with the (100) masses.

Process drift matters too. If the boxes lose 10\% of their active donors on average, with the silicon below and the limit in ohms unchanged, the mean patch count is 13.5 and $p$ rises to $4.7\times10^{-6}$, a factor of 32. Replacing Poisson counts by binomial counts on 3750 sites per patch lowers $p$ by only 4\%.

The doping, barrier and mass are rough values in the regime of silicide contacts to n-type silicon. The model resistivity is $1.3\times10^{-8}$ $\Omega$\,cm$^2$; good modern contacts reach roughly $10^{-9}$ $\Omega$\,cm$^2$, so this example is resistive by that standard. Image attraction and the (100) masses each account for about a factor of two. Electrons at the Fermi level tunnel up to 0.6 eV below the band edge, near midgap, where a parabolic mass overstates the decay; a two-band form lowers $p$ by a factor between about 2 and 20 for an assumed gap between 3.4 and 1.1 eV. Spreading resistance in the silicon, from the diffusive formula with a rough mobility of 100 cm$^2$/Vs, adds about 0.14 k$\Omega$, or 1\% of $R_0$. That formula is only a guide here, because the electron mean free path is comparable to the contact radius. The screening length, 0.51 nm by the zero-temperature formula and 0.53 nm at 300 K, is a quarter of the depletion width, so the sharp depletion edge is a coarse approximation: electrons that spill past the edge cancel some donor charge and thicken the barrier. The one-dimensional potential is another: the depletion layer is 2 to 4 nm deep and the patches only 5 nm wide, so neighbouring patches partly even out each other's barriers. A local (Thomas--Fermi) treatment of the spilled electrons raises $R_0$ to about 20 k$\Omega$ and the tail at six times that value to about $2\times10^{-6}$, roughly tenfold; the effect of lateral coupling on the tail is not computed here. Real donors are also discrete charges, whose positions within a patch matter, and they may cluster. Clustering breaks the independent Poisson law, and its effect on the tail is not estimated here.

For this contact the absolute tail is therefore uncertain by orders of magnitude, although its value within the stated model is known precisely. The weight \eqref{weight} belongs to independent Poisson counts; another count law needs its own probability ratio. A better conductance model with the same count law changes the failure set and the best tilt, but not the form of the weight. The numerical output lists the values of the main model.

\section*{Table of computed values}
\begin{verbatim}
donor density 2.0e+20 cm^-3; barrier 0.60 eV; mass 0.30 m0; 300 K
patches 4, side 5.0 nm, box depth 3.0 nm
mean count per patch 15.000; in contact 60.000
Fermi energy 0.1212 eV; band bending 0.7212 eV; E00 0.1401 eV
depletion width at mean doping 2.159 nm
patch conductance at count 0: 0.1674 uS
patch conductance at count 5: 1.7394 uS
patch conductance at count 10: 8.4218 uS
patch conductance at count 15: 18.8983 uS
patch conductance at count 20: 30.8997 uS
explicit wavevector sum at mean count: 18.8982 uS
nominal resistance 13.229 kohm; resistivity 1.323e-08 ohm cm2
failure limit 6 x nominal = 79.372 kohm
largest patch count in a failure 11; largest total 26
number of failing count vectors 9589
least second difference of g(n)/g(mu), counts 0 to 13: 3.491e-03
exact tail probability 1.470333e-07
tilted mean from threshold 6.5560; theta -0.8277
tilted estimate 1.458853e-07 +/- 1.0e-09; samples 200000; z -1.12
raw failure fraction under tilt 0.3604; expected plain failures 2.941e-02
weight standard deviation: sampled 4.5372e-07, exact 4.5933e-07
largest failure weight / p: 32.331
best tilted mean 6.2698
mean 2.000: relative variance 1.5777e+06; samples for 1% error 1.578e+10
mean 6.556: relative variance 9.7594e+00; samples for 1% error 9.759e+04
mean 6.270: relative variance 9.4828e+00; samples for 1% error 9.483e+04
mean 10.000: relative variance 2.8236e+02; samples for 1% error 2.824e+06
mean 15.000: relative variance 6.8012e+06; samples for 1% error 6.801e+10
R > 2 R0: exact 5.46947e-03, tilted 5.42340e-03, z -1.51
R > 4 R0: exact 8.66563e-06, tilted 8.73090e-06, z 0.94
R > 6 R0: exact 1.47033e-07, tilted 1.45210e-07, z -1.26
R > 8 R0: exact 6.33486e-09, tilted 6.27368e-09, z -0.96
Changed models, each with limit 6 x its own nominal resistance:
image force: R0 5.622 kohm, tail 9.883e-08
anisotropic masses: R0 6.659 kohm, tail 2.953e-09
400 K: R0 11.977 kohm, tail 4.585e-08
wave transmission: R0 6.355 kohm, tail 1.737e-07
one averaged patch: R0 13.229 kohm, tail 6.405e-07
16 patches, tilted sampling only: tail 1.362e-09 +/- 2.7e-11
finite donor sites (3750 per patch): tail 1.412e-07
10% fewer active donors in boxes, same limit in ohm: tail 4.693e-06
peak field 6.679 MV/cm; image lowering 0.287 eV; screening length 0.511 nm
spreading resistance at 100 cm2/Vs: 0.1383 kohm
\end{verbatim}
